# The Gerjuoy–Stein Quadrupole Cross Section from Plane Waves and Partial Waves, part 2

A slow electron excites a neutral linear molecule without a dipole moment, a rigid rotor with axis $\hat{\mathbf s}$, states $Y_{JM}(\hat{\mathbf s})$ and energies $BJ(J+1)$. Hartree atomic units are used ($\hbar=m_e=e=1$, lengths in bohr, $Q$ in $ea_0^2$). The electron, at position $\mathbf r$, has wave number $k_i$ before and $k_f$ after the collision, and $E=k_i^2/2$. To first order in the quadrupole potential $V=-QP_2(\hat{\mathbf r}\cdot\hat{\mathbf s})/r^3$, a plane-wave derivation using the golden rule gave

$$\boxed{\sigma_{J\to J+2}=\frac{8\pi}{15}Q^2\,\frac{k_f}{k_i}\,\frac{(J+1)(J+2)}{(2J+1)(2J+3)}},\qquad
\frac{k_f}{k_i}=\sqrt{1-\frac{(4J+6)B}{E}}. \tag{11}$$

The aim now is to derive this again from partial waves and outgoing flux.

With $\mathbf q=\mathbf k_i-\mathbf k_f$, scaling and rotation require $\int e^{i\mathbf q\cdot\mathbf r}P_2(\hat{\mathbf r}\cdot\hat{\mathbf s})r^{-3}d^3r=C\,P_2(\hat{\mathbf q}\cdot\hat{\mathbf s})$, where $C$ is a pure number whose value is not needed. The angular integral is done first, on spheres about the molecular centre. The amplitude is $Q/2\pi$ times the matrix element of this integral.

The angular integral is $T_{ab}=\frac12\int_{-1}^1P_aP_2P_b\,du$. The rotational factor $S_{JJ'}=(2J'+1)T_{JJ'}/5$ is $|\langle J'M'|P_2(\hat{\mathbf q}\cdot\hat{\mathbf s})|JM\rangle|^2$ summed over $M,M'$ and divided by $2J+1$. In particular,

$$T_{J,J+2}=\frac{3(J+1)(J+2)}{2(2J+1)(2J+3)(2J+5)},\qquad
S_{J,J+2}=\frac{3}{10}\frac{(J+1)(J+2)}{(2J+1)(2J+3)}. \tag{10}$$

Also used are $uP_J=[(J+1)P_{J+1}+JP_{J-1}]/(2J+1)$ and, for spherical Bessel functions $j_l$,

$$\int_0^\infty\frac{j_2(x)}{x}dx=\frac13,\qquad \int_0^\infty\frac{j_2(x)}{x^2}dx=\frac{\pi}{16}.$$

Anisotropic polarization, of strength $\alpha_2$, changes the amplitude by

$$Q\to Q+\frac{3\pi}{32}\alpha_2q. \tag{13}$$

The example is N$_2$, $J=6\to8$, at $E=0.1$ eV: $Q=-1.175$, $\alpha_2=2.94$, $k_i=0.0857$ and $k_f=0.0825$ a.u., $B=0.2466$ meV, threshold 7.40 meV. Here (13) lowers the cross section by about 16%.

### First-order radial waves

Expand the full wave function in products $r^{-1}u_c(r)Y_{lm}(\hat{\mathbf r})Y_{JM}(\hat{\mathbf s})$, where $c$ stands for $(l,m,J,M)$. Multiplying the Schrödinger equation by $-2$ and projecting gives

$$u_c''+\left[k_c^2-\frac{l(l+1)}{r^2}\right]u_c=-\frac{2Q}{r^3}\sum_{c'}G_{cc'}u_{c'},\qquad
G_{cc'}=\langle c|P_2(\hat{\mathbf r}\cdot\hat{\mathbf s})|c'\rangle. \tag{14}$$

Here $k_c$ is the wave number left to the electron when the molecule is in level $J$. To lowest order, the right side contains only the incident plane wave, $e^{i\mathbf k_i\cdot\mathbf r}=4\pi\sum_{lm}i^lj_l(k_ir)Y^*_{lm}(\hat{\mathbf k}_i)Y_{lm}(\hat{\mathbf r})$. Its radial functions are $u^{(0)}=4\pi i^lY^*_{lm}(\hat{\mathbf k}_i)\,r j_l(k_ir)$.

Let $F(r)=k_frj_{l'}(k_fr)$ be the regular free solution in the final channel, and let $H(r)$ be the free solution that tends to $e^{i(k_fr-l'\pi/2)}$. Since $F\to\sin(k_fr-l'\pi/2)$, their Wronskian is $FH'-F'H=-k_f$. The Green function $-k_f^{-1}F(r_<)H(r_>)$ therefore has a unit jump in slope. Outside the source the solution is $-k_f^{-1}H(r)\int F\,(\text{source})\,dr$. The minus sign cancels that of the source in (14), and the outgoing wave has amplitude

$$a_{l'm'}=8\pi Q\sum_{lm}i^lY^*_{lm}(\hat{\mathbf k}_i)\,G\,I_{l'l},\qquad
I_{l'l}=\int_0^\infty j_{l'}(k_fr)\,j_l(k_ir)\frac{dr}{r}. \tag{15}$$

The flux leaving in rotational state $J'M'$ is $k_f\sum_{l'm'}|a_{l'm'}|^2$, and the incident flux per unit area is $k_i$. This gives the wave-number ratio without counting final states. After the sum over $M$ and $M'$ the cross section cannot depend on $\hat{\mathbf k}_i$, so it may be averaged over that direction. The average of $Y^*_{lm}Y_{\lambda\mu}$ is $\delta_{l\lambda}\delta_{m\mu}/4\pi$, which removes interference between different incident waves:

$$\sigma=\frac{k_f}{k_i}\,16\pi Q^2\sum_{ll'}I_{l'l}^2\;\frac{1}{2J+1}\sum_{mm'MM'}|G|^2. \tag{16}$$

### The sum over projections

The addition theorem is used for all four sums. With unprimed and primed unit vectors for the two factors of $G$,

$$\sum|G|^2=\frac{N}{(4\pi)^4}\int P_2(\hat{\mathbf r}\cdot\hat{\mathbf s})P_2(\hat{\mathbf r}'\cdot\hat{\mathbf s}')\,[P_lP_{l'}](\hat{\mathbf r}\cdot\hat{\mathbf r}')\,[P_JP_{J'}](\hat{\mathbf s}\cdot\hat{\mathbf s}')\,d\hat{\mathbf r}\,d\hat{\mathbf r}'\,d\hat{\mathbf s}\,d\hat{\mathbf s}',$$

where $N=(2l+1)(2l'+1)(2J+1)(2J'+1)$. The integrals over $\hat{\mathbf s}$ and $\hat{\mathbf s}'$ select the $P_2$ part of $P_JP_{J'}$ and give $5T_{JJ'}(4\pi/5)^2P_2(\hat{\mathbf r}\cdot\hat{\mathbf r}')$. The remaining two integrals give $4\pi\cdot2\pi\cdot2T_{ll'}=16\pi^2T_{ll'}$. Altogether $\sum|G|^2=NT_{ll'}T_{JJ'}/5$. Division by $2J+1$ leaves $(2l+1)(2l'+1)T_{ll'}S_{JJ'}$, so

$$\sigma=16\pi\frac{k_f}{k_i}Q^2S_{JJ'}W,\qquad
W=\sum_{ll'}(2l+1)(2l'+1)T_{ll'}I_{l'l}^2. \tag{17}$$

The angular factor permits $l'=l$ and $l'=l\pm2$, but not $l=l'=0$, since $T_{00}=0$. The radial integral $I_{00}$ diverges at the origin. This is where the conditional convergence of the plane-wave integral reappears, and doing the angles first removes the term.

### Radial integrals for equal wave numbers

First let $k_f=k_i$ and use $x=k_ir$. The function $F_l=xj_l(x)$ satisfies $F_l''=[l(l+1)/x^2-1]F_l$. Multiply by $2F_l'$:

$$\frac{d}{dx}\left(F_l'^2+F_l^2\right)=\frac{l(l+1)}{x^2}\frac{d}{dx}F_l^2 .$$

For $l\ge1$ the left side integrates to $1$, because $F_l$ tends to a unit sine at infinity and both terms vanish at the origin. On the right, integration by parts gives $2l(l+1)\int F_l^2x^{-3}dx$, since $F_l^2/x^2=j_l^2$ vanishes at both ends. Thus

$$I_{ll}=\frac1{2l(l+1)}. \tag{18}$$

For the other integral put $F=F_l$, $K=F_{l+2}$, $a=l(l+1)$ and $b=(l+2)(l+3)$. The two radial equations give

$$(F'K'+FK)'=\frac{aFK'+bF'K}{x^2},\qquad w'=\frac{b-a}{x^2}FK,\qquad w=FK'-F'K .$$

Since $FK'+F'K=(FK)'$, the first numerator equals $\frac{a+b}2(FK)'-\frac{b-a}2w$. Integration by parts gives $\int(FK)'x^{-2}dx=2I_{l,l+2}$ and $\int wx^{-2}dx=\int w'x^{-1}dx=(b-a)I_{l,l+2}$, with vanishing boundary terms. At infinity $K\to-F$, because the phase differs by $\pi$, so the left side integrates to $-1$. Hence

$$-1=\left[a+b-\tfrac12(b-a)^2\right]I_{l,l+2}.$$

Here $a+b=2l^2+6l+6$ and $\frac12(b-a)^2=\frac12(4l+6)^2=8l^2+24l+18$. The bracket is $-6(l+1)(l+2)$, and

$$I_{l,l+2}=\frac{1}{6(l+1)(l+2)}. \tag{19}$$

### The sum is one ninth

The recurrence for $uP_l$, applied twice, gives the coefficient of $P_l$ in $u^2P_l$ as

$$\frac{(l+1)^2}{(2l+1)(2l+3)}+\frac{l^2}{(2l-1)(2l+1)}=\frac{2l^2+2l-1}{(2l-1)(2l+3)} .$$

Multiplying by $\frac32$, subtracting $\frac12$ and using $\frac12\int P_l^2du=1/(2l+1)$, one finds $T_{ll}=l(l+1)/[(2l-1)(2l+1)(2l+3)]$. The diagonal terms of $W$ are therefore

$$d_l=\frac{2l+1}{4l(l+1)(2l-1)(2l+3)}
=-\frac1{12}\left[\frac1l+\frac1{l+1}-\frac2{2l-1}-\frac2{2l+3}\right],\quad l\ge1 .$$

The terms with $l'=l+2$ and their mirror images are equal when $k_f=k_i$. With $T_{l,l+2}$ from (10) and (19), each pair contributes $1/[12(l+1)(l+2)(2l+3)]$ for $l\ge0$. Writing $n=l+1$, this is

$$o_n=\frac1{12n(n+1)(2n+1)}=\frac1{12}\left[\frac1n+\frac1{n+1}-\frac4{2n+1}\right],\quad n\ge1 .$$

In the sum $d_n+o_n$ the terms $1/n$ and $1/(n+1)$ cancel:

$$d_n+o_n=\frac16\left[\left(\frac1{2n-1}-\frac1{2n+1}\right)-\left(\frac1{2n+1}-\frac1{2n+3}\right)\right]. \tag{20}$$

Both brackets telescope when summed over $n$, giving $W=\frac16(1-\frac13)=\frac19$.

### Unequal wave numbers

The first-order outgoing wave can equally be written with the undivided plane-wave integral. Its amplitude is then $Q/2\pi$ times the matrix element of $C\,P_2(\hat{\mathbf q}\cdot\hat{\mathbf s})$, and the total cross section is $(k_f/k_i)\,4\pi(QC/2\pi)^2S_{JJ'}=(k_f/k_i)Q^2C^2S_{JJ'}/\pi$. Comparison with (17) gives $W=C^2/16\pi^2$. Since $C$ does not depend on $\mathbf q$, $W$ cannot depend on $k_f/k_i$, although every $I_{l'l}$ does. The value $\frac19$ found at equal wave numbers therefore holds throughout, and

$$\sigma=\frac{16\pi}{9}\frac{k_f}{k_i}Q^2S_{J,J+2}=\frac{8\pi}{15}Q^2\frac{k_f}{k_i}\frac{(J+1)(J+2)}{(2J+1)(2J+3)} .$$

For the $6\to8$ example, $k_f/k_i=0.9623$. Numerical radial integrals up to $l=42$ give $W=0.111096$, against $\frac19=0.111111$. The cross section rebuilt from them is $0.6393\,a_0^2$, compared with $0.6394\,a_0^2$ from the closed formula.

The flux ratio and the first-order step were tested on a case solved without perturbation theory. Two p-wave channels with $k_i=1$ a.u. were coupled by $-g/r^3$, with $g=0.01$ a.u., outside $r_0=0.1$ bohr. An incident wave $F$ has an incoming part of amplitude $\frac12$. The first-order transition probability is thus $(k_f/k_i)(4gk_iI_{11})^2=16g^2k_ik_fI_{11}^2$. For $k_f/k_i=0.5$ this is $1.998\times10^{-5}$, and the coupled equations gave $1.990\times10^{-5}$. For a ratio of $0.8$ the values were $6.680\times10^{-5}$ and $6.654\times10^{-5}$. The deficits of about 0.4% are accounted for by the missing inner region. Since $j_1(x)\approx x/3$, it removes $k_ik_fr_0^2/18$ from $I_{11}$, which lowers the probability by 0.35% and 0.39% in the two cases.

### Which waves carry the transition

Equation (20) was built from separate waves, so their shares can be read off. At equal wave numbers the p-to-p term is $d_1=\frac3{40}$, or 67.5% of $W$, and the terms with an s wave give $\frac1{72}$, or 12.5%. In the $6\to8$ example at 0.1 eV the shares are 66.8% and 13.0%. A p wave is kept away from the molecule by its centrifugal barrier, which favours the long-range formula.

The balance changes near threshold. As $k_f\to0$ the outgoing electron can carry only $l'=0$, so the incident wave must have $l=2$. The final s wave is then open to short-range forces. At large distance, but still for $r\ll1/k_f$, it approaches $1-a_s/r$, where $a_s$ is the scattering length; closer in, the polarization of the molecule also changes it. Using $1-a_s/r$ at all $r$ changes the radial integral from $\frac13$ to $\frac13-a_sk_i\frac{\pi}{16}$, by the integral found earlier for the $1/r^4$ potential. The relative change of amplitude is $-3\pi a_sk_i/16$. At the $6\to8$ threshold, 7.4 meV, this is about $-1.4\%$ for each bohr of $a_s$. The scattering length of N$_2$ was not computed here.

For the p waves at 0.1 eV two measures of distortion are small. The dimensionless first-order coupling $2|Q|\sqrt{k_ik_f}\,I_{11}$, times an angular factor not above one, is at most 0.049. The phase shift caused by the isotropic polarizability, $\alpha_0=11.4$ a.u., is 0.018 rad to first order. The small coupling supports first order in $Q$ for p waves. A small phase shift, however, does not mean that the wave is undisturbed near the molecule. For $r\ll1/k$, but still outside the molecule, the radial p wave is proportional to $r^2[1+\alpha_0/(2r^2)]$ to first order in $\alpha_0$, which at 5 bohr is 23% above the free wave. A further term in $1/r$ is fixed by the potential closer in: with the polarization switched off smoothly inside 2 to 4 bohr, the excess at 5 bohr runs from 26% to 14%. Both waves in $I_{11}$ are raised in this way, so the p-to-p part of the cross section can grow by more than 10%. This opposes the reduction found from (13) and is of similar size, so neither correction should be applied alone.

### What each derivation assumes

Both derivations assume a rigid rotor, a potential that keeps its $1/r^3$ form down to the origin, an electron treated as distinguishable from those of the molecule, and first order in $Q$. Their common result therefore does not test these assumptions.

The plane-wave derivation takes the final density of states from the golden rule and treats all angular momenta together. It gives the isotropic angular distribution at once, and it accepts any other potential whose Fourier integral is known, as for polarization. It does not show which parts of the wave are trustworthy.

The partial-wave derivation uses stationary radial equations and obtains $k_f/k_i$ from the ratio of outgoing to incident flux. Perturbation theory enters separately for each pair of waves, so any $j_l$ in (15) can be replaced by a wave distorted by the spherically averaged potential of the molecule; the phase factors this adds drop out of (16). Its explicit sum was done at $k_f=k_i$, and scale invariance carried it to other ratios. A cutoff, or a potential with another power of $r$, destroys that invariance, and the sum then depends on the wave numbers. The averaging over $\hat{\mathbf k}_i$ also discards the angular distribution, which would have to be rebuilt from the amplitudes (15).

### Electrons in warm nitrogen

Consider N$_2$ at 300 K and 1 Torr, and electrons of 0.1 eV. Such electrons belong to an afterglow or to the cool part of a discharge population; the mean energy in a sustained nitrogen discharge is typically of the order of 1 eV or more. The energy lies below the first vibrational threshold, roughly 0.3 eV, and far below the shape resonance of N$_2$ near 2 eV, where a weak-coupling formula without a resonance cannot serve.

The level populations carry nuclear-spin weights 6 for even and 3 for odd $J$. The quadrupole interaction preserves this parity, and $J=6$ holds 11% of the molecules. The thermal mean of the excitation cross section is $0.180\times10^{-20}$ m². With a gas density of $3.22\times10^{22}$ m$^{-3}$ and an electron speed of $1.88\times10^5$ m/s, the excitation frequency of one electron is

$$\nu=3.22\times10^{22}\times1.88\times10^{5}\times0.180\times10^{-20}\ \mathrm{s^{-1}}\approx1.1\times10^{7}\ \mathrm{s^{-1}} .$$

This frequency must not be turned into an energy loss by counting excitations alone. Warm molecules also give energy back through $J+2\to J$, with a thermal mean cross section of $0.139\times10^{-20}$ m². In the model the returned energy is 72% of the energy spent on excitation, so the net loss is 28% of what a gas without de-excitation would suggest. For this electron energy and gas temperature, that changes the energy balance more than the 16% polarization correction changes the $6\to8$ cross section. The thermal motion of the molecules matters little, since their speed is 0.3% of the electron's. Exchange, the true potential near the molecule, the distortion of the s and p waves and the vibrational average of $Q$ were not included in these cross sections.

## Numbers as computed

```
integral of j2(x)/x, 0 to 300: 0.33333
integral of j2(x)/x^2: 0.19635
two-channel test, kf/ki=0.5: flux 1.9904e-05, Born 1.9975e-05
two-channel test, kf/ki=0.8: flux 6.6542e-05, Born 6.6803e-05
N2 bond length: 1.10 angstrom
Q, HF/aug-cc-pVDZ: -0.8883 a.u.
Q, HF/cc-pVTZ: -1.0131 a.u.
Q, MP2/aug-cc-pVDZ: -1.1751 a.u.
polarizability, parallel: 14.338 a.u.
polarizability, perpendicular: 9.933 a.u.
alpha2: 2.937 a.u.
B: 0.2466 meV
electron energy: 0.10 eV
threshold of J=6->8: 7.399 meV
ki: 0.08573 a.u.
kf: 0.08250 a.u.
kf/ki: 0.96229
angular factor (J+1)(J+2)/((2J+1)(2J+3)), J=6: 0.28718
prefactor (8 pi/15) Q^2: 2.3138 bohr^2
sigma 6->8, formula: 0.63942 bohr^2
sigma 6->8, partial waves: 0.63933 bohr^2
sigma 6->8: 0.1791 e-20 m^2
sigma 0->2 at 0.1 eV: 0.4287 e-20 m^2
J=6->8: energy (eV), kf/ki, sigma (e-20 m^2), polarization factor
  0.01  0.5100  0.0949  0.9571
  0.02  0.7938  0.1477  0.9330
  0.05  0.9230  0.1718  0.8891
  0.10  0.9623  0.1791  0.8425
partial-wave sum W (limit 1/9): 0.111096
share of p-to-p waves: 66.82 %
share involving an s wave: 13.00 %
gas temperature: 300 K
population of J=6: 11.04 %
thermal mean excitation sigma: 0.1795 e-20 m^2
thermal mean de-excitation sigma: 0.1386 e-20 m^2
energy returned / energy lost: 0.7215
gas density at 1 Torr: 3.2188e+22 m^-3
electron speed: 1.8755e+05 m/s
excitation frequency at 1 Torr: 1.0837e+07 s^-1
cutoff radius tried: 3.0 bohr
cutoff factor on sigma, backward: 0.9502
bound on p-wave coupling K: 0.0492
p-wave polarization phase: 0.0176 rad
molecule speed / electron speed: 0.00276
```
